# How Lattice Relaxation Changes the Effective Repulsion at a Defect

A localized defect orbital can hold $n=n_\uparrow+n_\downarrow=0$, 1 or 2 electrons. Its occupation pushes on the surrounding lattice, described at first by one displacement $Q$. The energy is

$$E(n,Q)=\varepsilon n+\frac{U}{2}n(n-1)-FnQ+\frac{K}{2}Q^2,\qquad U>0,\; K>0 .$$

Here $\varepsilon$ is the level energy at $Q=0$, the equilibrium position of the empty defect. The factor $n(n-1)/2$ is 0, 0 and 1 for the three occupations, so $U$ is the Coulomb cost of the second electron at a fixed lattice. The force $-\partial E/\partial Q=nF-KQ$ shows that each electron pushes with the force $F$, while the lattice pulls back with stiffness $K$.

The model assumes a harmonic lattice, a coupling linear in both $Q$ and $n$, and a stiffness that does not depend on $n$. Defects are far enough apart not to interact. They may exchange electrons with a reservoir, but the mixing of the orbital with band states is otherwise neglected.

The numerical example uses round model parameters, not those of a particular material: $\varepsilon=0.50$ eV, $U=0.30$ eV, $K=10$ eV/Å$^2$ and a mode mass of 30 u. Two forces are compared, $F=1.0$ and $2.0$ eV/Å. Level energies and the Fermi level share one reference energy.

## (a) Repulsion at a fixed lattice

**Question.** Two defects have the same displacement $Q$ and one electron each. What does it cost to move an electron from one to the other while both lattices are held fixed? Does the coupling $F$ matter?

**Solution.** The final occupations are 2 and 0, and the initial ones are 1 and 1. The three energies needed are

$$E(2,Q)=2\varepsilon+U-2FQ+\frac{K}{2}Q^2,$$

$$E(0,Q)=\frac{K}{2}Q^2,\qquad E(1,Q)=\varepsilon-FQ+\frac{K}{2}Q^2 .$$

Subtracting twice the last from the sum of the first two gives

$$\begin{aligned}
E(2,Q)+E(0,Q)-2E(1,Q)
&=(2\varepsilon-2\varepsilon)+U+(-2FQ+2FQ)+(KQ^2-KQ^2)\\
&=U .
\end{aligned}$$

The coupling drops out because it is linear in $n$: at fixed $Q$ it only shifts the level from $\varepsilon$ to $\varepsilon-FQ$, and the total number of electrons is unchanged. The fixed-lattice repulsion is therefore positive for every $Q$ and every $F$. Any change of sign must come from the lattice moving differently for different occupations.

## (b) Repulsion after relaxation

**Question.** Let the lattice relax for each occupation. Find the relaxed energies $E(n)$, the effective repulsion $U_{\rm eff}=E(2)+E(0)-2E(1)$, and the condition for it to be negative.

**Solution.** Completing the square in the lattice terms gives

$$\frac{K}{2}Q^2-FnQ=\frac{K}{2}\left(Q-\frac{nF}{K}\right)^2-\frac{n^2F^2}{2K}.$$

Since $K>0$, the minimum is where the squared bracket vanishes:

$$Q_n=\frac{nF}{K},\qquad E(n)=\varepsilon n+\frac{U}{2}n(n-1)-n^2E_R,\qquad E_R=\frac{F^2}{2K}.$$

$E_R$ is the relaxation energy of the singly occupied defect. Two electrons push twice as hard and move the lattice twice as far, so their relaxation energy is $4E_R$, not $2E_R$. The relaxed energies are

$$E(0)=0,\qquad E(1)=\varepsilon-E_R,\qquad E(2)=2\varepsilon+U-4E_R,$$

and their second difference is

$$U_{\rm eff}=(2\varepsilon+U-4E_R)-2(\varepsilon-E_R)=U-2E_R=U-\frac{F^2}{K}.$$

The same result can be read from operators. Each spin occupation is 0 or 1, so $n_\sigma^2=n_\sigma$ and

$$n^2=(n_\uparrow+n_\downarrow)^2=n+2n_\uparrow n_\downarrow .$$

The relaxation energy $-n^2E_R$ thus contains a level shift $-nE_R$ and an attraction $-2E_Rn_\uparrow n_\downarrow$.

The effective repulsion is negative when

$$2E_R>U,\qquad\text{or}\qquad |F|>F_c=\sqrt{KU}.$$

The sign of $F$ is irrelevant: an outward and an inward relaxation of equal strength give the same attraction. For $F\to0$, or for a very stiff lattice, $U_{\rm eff}\to U$. A very soft lattice makes the formula strongly negative, but the displacement $nF/K$ then grows too, and the harmonic assumption eventually fails.

In the example, $F_c=\sqrt{10\times0.30}=1.73$ eV/Å, which lies between the two chosen forces. For $F=1.0$ eV/Å,

$$E_R=\frac{1.0^2}{2\times10}=0.050\ \text{eV},\qquad U_{\rm eff}=0.30-0.10=0.20\ \text{eV}.$$

For $F=2.0$ eV/Å,

$$E_R=\frac{2.0^2}{2\times10}=0.20\ \text{eV},\qquad U_{\rm eff}=0.30-0.40=-0.10\ \text{eV}.$$

In the second case $E_R$ is smaller than $U$, yet the effective repulsion is negative. The gain to be compared with $U$ is $2E_R$.

## (c) Where the gain is released

**Question.** Start with two relaxed, singly occupied defects. Move one electron at a frozen lattice, then let both lattices relax. Account for $U_{\rm eff}$ stage by stage.

**Solution.** Both defects start at $Q_1=F/K$. By part (a), the frozen-lattice transfer costs $U$.

The doubly occupied defect is now at $Q_1$, while its equilibrium is at $Q_2=2F/K$. It is displaced by $F/K$ and releases

$$\frac{K}{2}(Q_2-Q_1)^2=\frac{K}{2}\left(\frac{F}{K}\right)^2=\frac{F^2}{2K}=E_R .$$

The empty defect is also at $Q_1$, while its equilibrium is at zero. Its displacement has the same size, so it also releases $E_R$. The total change is

$$U-E_R-E_R=U-2E_R=U_{\rm eff}.$$

This identifies the relaxation gain in the criterion: it is the energy released by both defects after the charge transfer. The full two-electron relaxation energy $4E_R$ is not the right measure, because the two singly occupied defects had already gained $2E_R$ before the transfer.

For $F=2.0$ eV/Å the cost is 0.30 eV and the gain 0.40 eV, so the pair of defects ends 0.10 eV lower. For $F=1.0$ eV/Å the gain is 0.10 eV and the pair ends 0.20 eV higher. The cost $U$ belongs to the frozen-lattice path; it is not in general the activation barrier, since the lattice may move before the electron does.

## (d) Many lattice modes

**Question.** Replace $Q$ by a column $\mathbf q$ of displacements with a symmetric stiffness matrix $\mathsf K$ and a force column $\mathbf F$. Can one coupled mode cancel the attraction produced by another?

**Solution.** The lattice part of the energy is now

$$E_{\rm lat}=-n\mathbf F^{T}\mathbf q+\frac12\mathbf q^{T}\mathsf K\mathbf q .$$

Setting its gradient to zero gives $\mathsf K\mathbf q_n=n\mathbf F$, hence $\mathbf q_n=n\mathsf K^{-1}\mathbf F$. Inserting this,

$$E_{\rm lat}=-n^2\mathbf F^T\mathsf K^{-1}\mathbf F+\frac{n^2}{2}\mathbf F^T\mathsf K^{-1}\mathbf F=-\frac{n^2}{2}\mathbf F^T\mathsf K^{-1}\mathbf F .$$

The second difference of $n^2$ over $n=0,1,2$ is $4+0-2=2$, so

$$U_{\rm eff}=U-\mathbf F^T\mathsf K^{-1}\mathbf F .$$

A stable lattice has positive eigenvalues $K_i$ of $\mathsf K$. In the eigenvector basis the subtracted term is $\sum_iF_i^2/K_i$, a sum of non-negative contributions. Normal modes therefore cannot cancel one another, and $U_{\rm eff}\le U$, as long as every mode couples to the total occupation $n$. Displacements that are not normal modes can partly cancel through the off-diagonal elements of $\mathsf K^{-1}$. For $K_{11}=K_{22}=10$ and $K_{12}=8$ eV/Å$^2$, the force column $(1.2,\,0)$ eV/Å gives $\mathbf F^T\mathsf K^{-1}\mathbf F=0.40$ eV and $U_{\rm eff}=-0.10$ eV, while $(1.2,\,1.0)$ eV/Å gives only $0.14$ eV and $U_{\rm eff}=+0.16$ eV. Part (h) shows what changes when the force depends on which orbital is occupied.

## (e) Quantum motion of the lattice

**Question.** Does zero-point motion alter $U_{\rm eff}$?

**Solution.** With momentum $P$ and mode mass $M$, the Hamiltonian is

$$H=\varepsilon n+Un_\uparrow n_\downarrow+\frac{P^2}{2M}+\frac{K}{2}Q^2-FnQ .$$

It contains no term that changes $n$, so $n$ is a fixed number in each sector. Define $Q'=Q-nF/K$. Subtracting a number leaves the commutator $[Q',P]=i\hbar$ unchanged, and the square completed in (b) gives

$$H_n=E(n)+\frac{P^2}{2M}+\frac{K}{2}Q'^2 .$$

This is an oscillator of frequency $\omega=\sqrt{K/M}$ with energies $E(n)+\hbar\omega(m+\tfrac12)$, $m=0,1,2,\ldots$. The zero-point contribution to the second difference is

$$\frac{\hbar\omega}{2}(1+1-2)=0 .$$

Within this model $U_{\rm eff}=U-2E_R$ therefore holds for any ratio of $E_R$ to $\hbar\omega$. In the example $\hbar\omega=0.037$ eV, and diagonalizing the coupled electron-oscillator Hamiltonian returns the static values $0.200$ and $-0.100$ eV.

A common stiffness guarantees this cancellation. If the lattice term were $K_nQ^2/2$, with frequencies $\omega_n$, the relaxation energy would be $n^2F^2/(2K_n)$ and the second difference would become

$$U_{\rm eff}=U-\frac{2F^2}{K_2}+\frac{F^2}{K_1}+\frac{\hbar}{2}(\omega_2+\omega_0-2\omega_1).$$

In general, both the static gain and the zero-point contribution then change.

## (f) Which occupations are stable?

**Question.** The defect exchanges electrons with a reservoir at Fermi level $\mu$. Find the transition levels and the stable occupations at zero temperature for each sign of $U_{\rm eff}$.

**Solution.** The stable occupation minimizes $G(n)=E(n)-\mu n$; the zero-point energy is common to all $n$ and can be omitted. The level $\mu(n/n{+}1)$ is where $G(n)=G(n+1)$:

$$\mu(0/1)=E(1)-E(0)=\varepsilon-E_R,$$

$$\mu(1/2)=E(2)-E(1)=\varepsilon+U-3E_R=\mu(0/1)+U_{\rm eff}.$$

If $U_{\rm eff}>0$, the levels are in normal order, and $n=1$ is stable between them. If $U_{\rm eff}<0$, the second electron is bound more strongly than the first and the levels are inverted. To see what this does to $n=1$, compare it with the mean of the other two:

$$G(1)-\frac{G(0)+G(2)}2=E(1)-\frac{E(0)+E(2)}2=-\frac{U_{\rm eff}}2 .$$

The terms in $\mu$ have cancelled. For negative $U_{\rm eff}$ the right side is positive, so $G(1)$ lies above the mean of $G(0)$ and $G(2)$, and hence above the lower of them, at every $\mu$. The singly occupied state is never the ground state. The occupation jumps from 0 to 2 where $G(0)=G(2)$:

$$\mu^*=\frac{E(2)}2=\varepsilon+\frac U2-2E_R .$$

At the boundary $U_{\rm eff}=0$, all three occupations are degenerate at $\mu^*$.

For $F=1.0$ eV/Å the levels are 0.45 and 0.65 eV, with $n=1$ stable in the window between them. For $F=2.0$ eV/Å they are 0.30 and 0.20 eV, and the direct jump occurs midway, at 0.25 eV. A Fermi-level scan finds the stable sets $\{0,1,2\}$ and $\{0,2\}$, respectively.

An isolated defect with $n=1$ still sits at a minimum of its own energy curve. It is unstable only towards electron exchange, with the reservoir or with another defect.

## (g) Thermal occupation

**Question.** How strongly is single occupation suppressed at temperature $T$, and at which $\mu$ is it most probable?

**Solution.** The singly occupied defect has two spin states; the other occupations have one state each. By part (e), all sectors have the same vibrational partition function, which cancels from the probabilities. The remaining weights are

$$w_0=1,\qquad w_1=2e^{-[E(1)-\mu]/k_BT},\qquad w_2=e^{-[E(2)-2\mu]/k_BT}.$$

With $P_n=w_n/(w_0+w_1+w_2)$, the combination

$$\frac{P_1^2}{P_0P_2}=\frac{w_1^2}{w_0w_2}=4e^{[E(2)-2E(1)]/k_BT}=4e^{U_{\rm eff}/k_BT}$$

does not depend on $\mu$. Let $x=e^{U_{\rm eff}/(2k_BT)}$, so that $\sqrt{w_0w_2}/w_1=1/(2x)$. The inequality $w_0+w_2\ge2\sqrt{w_0w_2}$ then gives

$$P_1=\frac{1}{1+(w_0+w_2)/w_1}\le\frac1{1+1/x}=\frac{x}{1+x}.$$

Equality requires $w_0=w_2$, which means $\mu=\mu^*$. Single occupation is thus most probable at the midpoint, where $P_1=x/(1+x)$.

For $F=2.0$ eV/Å at 300 K, the ratio $P_1^2/(P_0P_2)$ is 0.0836. Since it equals $4x^2$,

$$x=\sqrt{0.0836/4}=0.145,\qquad P_1=\frac{0.145}{1.145}=0.13 .$$

At 100 K the midpoint value falls to 0.003. For $F=1.0$ eV/Å it is 0.98 at 300 K. A negative $U_{\rm eff}$ therefore suppresses single occupation without forbidding it. If $k_BT\gg|U_{\rm eff}|$, then $x\to1$ and $P_1\to1/2$ at the midpoint: two of the four electronic states are singly occupied, and all four are equally likely.

## (h) A vacancy with a threefold level

**Question.** An undistorted vacancy in a diamond-structure crystal has four dangling bonds, which combine into one symmetric orbital and three degenerate $t_2$ orbitals transforming like $x,y,z$. Let the $t_2$ level couple to a breathing mode $Q_A$ and to two tetragonal modes $(Q_\theta,Q_\epsilon)$ with the symmetry of $3z^2-r^2$ and $\sqrt3(x^2-y^2)$. When does the Jahn-Teller distortion favor pairing?

**Solution.** With the symmetric orbital full, the neutral vacancy has two of its four electrons in $t_2$. Thus $n=0,1,2$ corresponds to charges $2+$, $+$ and 0.

*Form of the coupling.* A half-turn about $x$ leaves both tetragonal shapes unchanged but reverses the products $xy$ and $xz$. A half-turn about $y$ does the same for $yz$. All off-diagonal couplings therefore vanish, and each orbital $i$ exerts a force vector $\mathbf f_i$ in the $(Q_\theta,Q_\epsilon)$ plane. A quarter-turn about $z$ combined with reflection in the $xy$ plane is a symmetry of the vacancy. It preserves the density of orbital $z$ but reverses $x^2-y^2$, so $\mathbf f_z=F_E(1,0)$. A threefold rotation takes $z$ to $x$, and

$$3x^2-r^2=-\frac12(3z^2-r^2)+\frac{\sqrt3}{2}\,\sqrt3(x^2-y^2).$$

Hence $\mathbf f_x=F_E(-\tfrac12,\tfrac{\sqrt3}2)$ and, by the same rotation again, $\mathbf f_y=F_E(-\tfrac12,-\tfrac{\sqrt3}2)$. The vectors have equal length, lie at $120^\circ$ and sum to zero.

*Relaxation.* Take the same stiffness $K$ for all three modes, and define $E_A=F_A^2/(2K)$ and $E_E=F_E^2/(2K)$. Completing the squares as before, the relaxation energy for orbital occupations $n_i$ is

$$n^2E_A+\frac{1}{2K}\Big|\sum_i n_i\mathbf f_i\Big|^2 .$$

One electron gains $E_A+E_E$. Two electrons in the same orbital exert the tetragonal force $2\mathbf f_i$ and gain $4E_A+4E_E$. Two in different orbitals exert $\mathbf f_i+\mathbf f_j=-\mathbf f_k$, whose length is only $F_E$, and gain $4E_A+E_E$. Let $W<U$ be the repulsion in the lowest different-orbital state, including exchange. Then

$$U_{\rm same}=U-4E_A-4E_E+2(E_A+E_E)=U-2(E_A+E_E),$$

$$U_{\rm diff}=W-4E_A-E_E+2(E_A+E_E)=W-2E_A+E_E .$$

The smaller value is the effective repulsion of the vacancy. The same-orbital pair wins when

$$U-W<3E_E .$$

Its effective repulsion is then the single-orbital result with $E_R=E_A+E_E$. The thermal weights of part (g) do not carry over unchanged, because three orbitals offer more one- and two-electron states. Electrons in different orbitals demand conflicting distortions, and the tetragonal coupling then raises the effective repulsion by $E_E$. The breathing mode lowers both values equally.

*Numbers.* Take $W=0.20$ eV and $F_A=1.2$ eV/Å, so $E_A=0.072$ eV and $U-W=0.10$ eV. For $F_E=1.6$ eV/Å, $E_E=0.128$ eV and $3E_E=0.384$ eV, so the same-orbital pair wins:

$$U_{\rm same}=0.30-2(0.072+0.128)=-0.10\ \text{eV},\qquad U_{\rm diff}=0.184\ \text{eV}.$$

For $F_E=0.4$ eV/Å, $E_E=0.008$ eV and $3E_E=0.024$ eV. Different orbitals now win, with $U_{\rm diff}=0.064$ eV against $U_{\rm same}=0.140$ eV, and the effective repulsion stays positive.

This extension omits pair hopping between orbitals, spin-orbit coupling and trigonal modes, all of which can mix the orbital configurations. For real orbitals the pair-hopping integral equals the exchange integral $J$ already contained in $W$, so it cannot be small independently of it. If $U-W=3J$, as for atomic $p$ orbitals, then $J=0.033$ eV here. Restoring pair hopping then lowers $U_{\rm same}$ to $-0.101$ and $0.124$ eV and moves the crossover from $3E_E=0.100$ to $0.095$ eV, without changing which pair wins in either example. A quantitative treatment of a real vacancy has to include these terms or show that their effect is small. The values for both couplings are listed in the numerical output below.

## Computed results

```
Level energy eps = 0.50 eV; bare repulsion U = 0.30 eV
Stiffness K = 10.0 eV/A^2; mode mass = 30.0 u
Critical force F_c = 1.7321 eV/A
Oscillator quantum = 0.03733 eV
--- Force F = 1.0 eV/A ---
One-electron relaxation energy E_R = 0.050 eV
Displacements Q1, Q2 = 0.100, 0.200 A
Relaxed energies E1, E2 = 0.450, 1.100 eV
Frozen-lattice transfer cost = 0.300 eV
Relaxation gain of both defects = 0.100 eV
U_eff, static lattice = 0.200 eV
U_eff, quantum lattice = 0.200 eV
Levels (0/1), (1/2) = 0.450, 0.650 eV
Midpoint mu* = 0.550 eV
Stable occupations: [0, 1, 2]
T = 100 K: P1 at mu* = 0.99999; P1^2/(P0 P2) = 4.804e+10
T = 300 K: P1 at mu* = 0.97953; P1^2/(P0 P2) = 9160
--- Force F = 2.0 eV/A ---
One-electron relaxation energy E_R = 0.200 eV
Displacements Q1, Q2 = 0.200, 0.400 A
Relaxed energies E1, E2 = 0.300, 0.500 eV
Frozen-lattice transfer cost = 0.300 eV
Relaxation gain of both defects = 0.400 eV
U_eff, static lattice = -0.100 eV
U_eff, quantum lattice = -0.100 eV
Levels (0/1), (1/2) = 0.300, 0.200 eV
Midpoint mu* = 0.250 eV
Stable occupations: [0, 2]
T = 100 K: P1 at mu* = 0.00301; P1^2/(P0 P2) = 3.65e-05
T = 300 K: P1 at mu* = 0.12630; P1^2/(P0 P2) = 0.08359
--- Threefold vacancy level ---
Angle between orbital force vectors = 120.0 degrees
Repulsion W = 0.20 eV; breathing force = 1.2 eV/A
Tetragonal force = 1.6 eV/A: E_A = 0.072 eV, E_E = 0.128 eV
  U_eff same, different = -0.100, 0.184 eV
  Lower pair: same orbital
Tetragonal force = 0.4 eV/A: E_A = 0.072 eV, E_E = 0.008 eV
  U_eff same, different = 0.140, 0.064 eV
  Lower pair: different orbitals
```
